# Isotropic g factor of a donor electron in the valley singlet

## The situation

A shallow donor in silicon or germanium binds its electron in states built from several equivalent conduction-band valleys. An electron confined to one valley has an anisotropic Zeeman splitting: its g value is $g_\parallel$ for a field along the valley axis and $g_\perp$ for a field across it. In an unstrained crystal and at low field, a donor ground state that is a valley singlet nevertheless shows a single g value for all field directions. The question is what this value is in terms of the two valley values, and when the relation can be used.

The answer, for the unstrained valley singlet and at low field, is

$$g=\tfrac13 g_\parallel+\tfrac23 g_\perp .\tag{1}$$

The donor site has tetrahedral symmetry. There are $N=6$ valleys along $\langle100\rangle$ (silicon type) or $N=4$ along $\langle111\rangle$ (germanium type), with unit axes $\mathbf n_j$. The spin $\mathbf S$ is dimensionless, and the Zeeman operator of a spin doublet is $\mu_B\,\mathbf B\cdot\mathsf g\cdot\mathbf S$ with $\mu_B>0$. Energies are in meV and fields in tesla. Nuclear spins are left out. Three assumptions enter (1):

- Zeeman matrix elements between different valleys are neglected.
- Each valley tensor is taken at the band minimum, without corrections for the spread of the donor envelope in wavevector.
- The Zeeman energy, and any difference in orbital energy that the field causes between valleys, are small compared with the distance from the singlet to the other valley states.

## One spin basis for all valleys

Spin-orbit coupling makes the two states of a valley a Kramers doublet rather than pure spin states. Tensors of different valleys can be added only if their doublets refer to the same spin axes.

Let $R$ be an operation of the donor site group and $U(R)$ its action on the electron states. Magnetic field and spin are axial vectors, so both are transformed by $A=\det(R)\,R$. Let $D(R)$ be the corresponding spin-½ matrix. Start from the doublet of one valley, carry it to the others with $U(R)$, and undo the spin rotation with $D(R)^{-1}$. The result does not depend on which $R$ is used, provided that operations leaving the first valley in place act on its doublet as $D(R)$ alone. This holds when the orbital part of the valley state is unchanged by them, which is assumed here and is also what permits a fully symmetric singlet. Then

$$U(R)|j,\sigma\rangle=\sum_{\sigma'}|Rj,\sigma'\rangle D_{\sigma'\sigma}(R).$$

The Zeeman operator without intervalley terms is

$$H_Z(\mathbf B)=\mu_B\sum_j|j\rangle\langle j|\;\mathbf B\cdot\mathsf g_j\cdot\mathbf S .$$

Symmetry requires $U(R)H_Z(\mathbf B)U(R)^{-1}=H_Z(A\mathbf B)$. On the left, valley $j$ becomes $Rj$ and $\mathbf S$ becomes $A^T\mathbf S$. Comparing the terms of valley $Rj$ gives $\mathsf g_jA^T=A^T\mathsf g_{Rj}$, or

$$\mathsf g_{Rj}=A\,\mathsf g_j\,A^T.\tag{2}$$

## The tensor of one valley

Put $z$ along the valley axis. The crystal has a quarter turn (silicon type) or a third turn (germanium type) about this axis. If the operation includes a fractional translation, the valley state acquires a phase, which cancels in a matrix element within one valley. The tensor is taken at the band minimum, so it has the symmetry of the pure crystal, and (2) holds for these rotations too, although a quarter turn is not an operation of the donor site. Hence $\mathsf g_j$ must commute with the rotation.

The pair $(g_{xz},g_{yz})$ transforms as a vector in the plane. No nonzero vector in the plane survives a quarter or third turn, so the pair vanishes, and so does $(g_{zx},g_{zy})$. The in-plane block must commute with $\cos\varphi+\epsilon\sin\varphi$, hence with $\epsilon$, since $\sin\varphi\ne0$:

$$\begin{pmatrix}p&q\\ r&s\end{pmatrix}\begin{pmatrix}0&-1\\1&0\end{pmatrix}=\begin{pmatrix}q&-p\\ s&-r\end{pmatrix},\qquad
\begin{pmatrix}0&-1\\1&0\end{pmatrix}\begin{pmatrix}p&q\\ r&s\end{pmatrix}=\begin{pmatrix}-r&-s\\ p&q\end{pmatrix}.$$

Equality gives $s=p$ and $r=-q$, so an antisymmetric part $q$ is still allowed. A mirror plane containing the axis removes it. For the mirror $x\to-x$, $A=\mathrm{diag}(1,-1,-1)$, which changes the sign of $g_{xy}$, so $q=0$. With $\delta=g_\parallel-g_\perp$,

$$\mathsf g_j=g_\perp\mathsf 1+\delta\,\mathbf n_j\mathbf n_j^T.\tag{3}$$

Group averages of a random tensor test both statements: the rotations alone leave an antisymmetric part, and adding the mirrors gives the form (3).

## The valley singlet

The short-range part of the donor potential couples the valleys. For six valleys, let the matrix element be $-\Delta'$ between opposite valleys and $-\Delta$ between valleys on different axes, with energies measured from the common diagonal element. Acting on amplitudes $c_j$:

- Equal amplitudes: one opposite and four other valleys contribute, so the energy is $-\Delta'-4\Delta$.
- Equal amplitudes on opposite valleys, with $c_x+c_y+c_z=0$: the $x$ component receives $-\Delta'c_x-2\Delta(c_y+c_z)=(-\Delta'+2\Delta)c_x$. This is a doublet at $-\Delta'+2\Delta$.
- Opposite signs on opposite valleys: contributions from other axes cancel, giving a triplet at $+\Delta'$.

The singlet lies below the doublet by $E=6\Delta$ and below the triplet by $2\Delta'+4\Delta$. It is the ground level if $\Delta>0$ and $\Delta'>-2\Delta$. For four valleys with coupling $-\Delta_4$, the singlet is at $-3\Delta_4$ and a triplet at $+\Delta_4$, so the gap is $4\Delta_4$.

In both cases the singlet is $|A\rangle=N^{-1/2}\sum_j|j\rangle$, with two spin states.

## Projection onto the singlet

To first order in the field, the splitting follows from $H_Z$ restricted to these two states:

$$\langle A|H_Z|A\rangle=\mu_B\,\mathbf B\cdot\Big(\frac1N\sum_j\mathsf g_j\Big)\cdot\mathbf S .$$

For the $\langle100\rangle$ axes, each Cartesian axis occurs twice and $\sum_j\mathbf n_j\mathbf n_j^T=2\cdot\mathsf 1$. For the $\langle111\rangle$ axes take $(1,1,1)$, $(1,-1,-1)$, $(-1,1,-1)$ and $(-1,-1,1)$, each divided by $\sqrt3$. Every diagonal element of the sum is $4/3$. The $xy$ element is $(1-1-1+1)/3=0$, and the other off-diagonal elements vanish likewise. Both sums equal $(N/3)\mathsf 1$, so

$$\frac1N\sum_j\mathsf g_j=\Big(g_\perp+\frac{\delta}{3}\Big)\mathsf 1=\Big(\tfrac13g_\parallel+\tfrac23g_\perp\Big)\mathsf 1 ,$$

which is (1). The factor $1/3$ is the average of the squared cosine between a fixed direction and the valley axes. The result is also one third of the trace of a single valley tensor.

As an example, take a model donor with $g_\parallel=1$ and $g_\perp=2$. The anisotropy is large so that corrections are visible. Then $g=1/3+4/3=1.6667$. Diagonalization of the full valley and spin Hamiltonian at 0.01 T, for 30 random field directions in each of the two valley arrangements, agrees with this value to within $7\times10^{-9}$.

## Average the tensor, not the splitting

An isolated valley splits by $\mu_B|\mathsf g_j\mathbf B|$. Averaging these splittings is a different operation from averaging the tensors. For six valleys and $\mathbf B$ along [111], every valley has squared direction cosine $1/3$, and its g value is

$$g_{\rm free}=\sqrt{\tfrac13g_\parallel^2+\tfrac23g_\perp^2},\qquad g_{\rm free}^2-g^2=\tfrac29\delta^2 .$$

The second relation follows by writing $g_\parallel=g+\tfrac23\delta$ and $g_\perp=g-\tfrac13\delta$: the linear terms cancel and the squares leave $\tfrac13\cdot\tfrac49+\tfrac23\cdot\tfrac19=\tfrac29$. In the example $g_{\rm free}=\sqrt3=1.7321$, not $1.6667$. This is the splitting without valley-orbit coupling. In the singlet the spin is shared by all valleys and responds to the mean of their effective fields, in which the components across $\mathbf B$ cancel.

## Finite field

The Zeeman operator also connects the singlet to higher valley states. An operator on a spin doublet is a number plus a vector times $\mathbf S$. Since $\mathbf S$ and $\mathbf B$ both change sign under time reversal, the vector is odd in $\mathbf B$. The first correction to $g$ is therefore of order $B^2$.

Only the Zeeman part of this correction is treated here. The field also acts on the orbital motion. Because the valley masses are anisotropic, the diamagnetic energy generally differs between valleys, which changes their weights and adds another term of order $B^2$ to $g$. In real donors this term usually dominates. A rough effective-mass estimate for silicon puts the diamagnetic energy difference between valleys near $10^{-3}$ meV at 1 T. With $\delta\approx10^{-3}$ and $E\approx13$ meV, this shifts $g$ by a few times $10^{-8}$ along [001], against less than $10^{-11}$ from the Zeeman part. For arsenic in germanium along [111], the two are of order $10^{-3}$ and $10^{-5}$. For six valleys it vanishes along [111], where all valleys remain equivalent.

For six valleys the Zeeman part can be found explicitly. Let $P_a$ project onto the two valleys of axis $a=x,y,z$, let $W_a=P_a-\tfrac13$, let $\mathbf b=\mathbf B/B$, and let $\beta=\mu_BB$. From (3),

$$H_Z=\beta\Big[g\,\mathbf b\cdot\mathbf S+\delta\sum_aW_ab_aS_a\Big].$$

Since $\langle A|W_a|A\rangle=0$ and $W_a$ treats opposite valleys equally, $W_a|A\rangle$ lies in the doublet. Write $V_{AE}$, $V_{EE}$ and so on for the blocks of $H_Z$ between singlet ($A$) and doublet ($E$). The needed moments are

$$\langle A|W_aW_b|A\rangle=\tfrac13\delta_{ab}-\tfrac19 .$$

In $V_{AE}V_{EA}$ the terms with $a\ne b$ cancel because different spin components anticommute. With $S_a^2=\tfrac14$, the rest is $\beta^2\delta^2\cdot\tfrac29\cdot\tfrac14=\beta^2\delta^2/18$, a pure number. It lowers both spin states equally, by $\beta^2\delta^2/(18E)$. The third-order operator is

$$K=\frac1{E^2}\Big[V_{AE}V_{EE}V_{EA}-\tfrac12\{V_{AA},V_{AE}V_{EA}\}\Big].$$

Consider first the part of $V_{EE}$ proportional to $g$. Using $S_aS_cS_a=+\tfrac14S_c$ for $a=c$ and $-\tfrac14S_c$ otherwise,

$$\sum_ab_a^2S_a(\mathbf b\cdot\mathbf S)S_a=\tfrac14\sum_cb_c(2b_c^2-1)S_c,\qquad(\mathbf b\cdot\mathbf S)^3=\tfrac14\,\mathbf b\cdot\mathbf S .$$

The coefficient of $g\delta^2b_cS_c$ in $E^2K/\beta^3$ is then

$$\tfrac1{12}(2b_c^2-1)-\tfrac1{36}-\tfrac1{18}=-\tfrac16(1-b_c^2).$$

The part proportional to $\delta$ needs $\langle A|W_aW_bW_c|A\rangle$. This is $2/27$ if all indices agree and $-1/27$ if exactly two agree. Terms with three different indices cancel in the sum over their orderings. The three orderings of two $S_a$ and one $S_c$ add to $(\tfrac14-\tfrac14+\tfrac14)S_c$. The coefficient of $\delta^3b_cS_c$ is

$$\frac{b_c^2}{54}-\frac{1-b_c^2}{108}=\frac{3b_c^2-1}{108}.$$

To this order only the component of the vector along $\mathbf b$ changes the splitting. With $Q=b_x^4+b_y^4+b_z^4$,

$$g(\mathbf B)-g=\Big(\frac{\mu_BB}{E}\Big)^2\Big[-\frac{g\,\delta^2}{6}(1-Q)+\frac{\delta^3}{108}(3Q-1)\Big].\tag{4}$$

Along [001], $Q=1$ and the correction is $\delta^3(\mu_BB)^2/(54E^2)$. Here the field conserves $S_z$, and the first term, which is the larger one along [110] and [111] in the example below, vanishes.

Take $\Delta=0.5$ meV and $\Delta'=1$ meV, so that $E=3$ meV, and $B=1$ T, so that $\mu_BB=0.057884$ meV. Then $(\mu_BB/E)^2=3.72\times10^{-4}$, and (4) gives:

- [001]: $-6.89\times10^{-6}$, as found by diagonalization.
- [110], $Q=\tfrac12$: $-5.34\times10^{-5}$; diagonalization gives $-5.35\times10^{-5}$.
- [111], $Q=\tfrac13$: $-6.89\times10^{-5}$; diagonalization gives $-6.90\times10^{-5}$.

The shift along [111] is ten times that along [001], so a check along a cube axis alone would understate the Zeeman part in this model. This ordering does not carry over to silicon, where the omitted diamagnetic term is largest along the cube axes and vanishes along [111]. For a field along [123], doubling $B$ from 1 T to 2 T multiplies the shift by 4.01, close to the factor 4 of a quadratic law.

The Zeeman splitting along [001] at 1 T is $1.66666\times0.057884=0.09647$ meV, which corresponds to a resonance frequency of 23.33 GHz.

## Strain

Strain can make the valleys inequivalent and so change their weights. Whether it does depends on its direction: uniaxial strain along [001] separates the $\langle100\rangle$ valleys but not the $\langle111\rangle$ valleys, and for strain along [111] the reverse holds. For six valleys, lower the two $z$ valleys by $s$, and let $p$ be their total weight in the ground state. The other four share $1-p$ equally. Assume that the strain leaves each valley tensor unchanged, and continue to neglect Zeeman terms between valleys. At low field, (3) then gives

$$g_z=g_\perp+\delta p,\qquad g_x=g_y=g_\perp+\tfrac12\delta(1-p).\tag{5}$$

The mean $(g_z+2g_x)/3=g_\perp+\delta/3$ does not depend on $p$, so (1) survives as a statement about the mean.

To find $p$, use the normalized symmetric sums of the two $z$ valleys and of the other four. Their energies are $-\Delta'-s$ and $-\Delta'-2\Delta$. Their coupling is $-8\Delta/(2\sqrt2)=-2\sqrt2\,\Delta$, since eight valley pairs contribute. For $\Delta'\ge0$ the lower state of this two-level problem is the ground state at every $s$. For $\Delta'<0$ the odd combination of the $z$ valleys, at $\Delta'-s$, falls below it at large enough $s$, and $p$ jumps to 1. The lower state of the two-level problem has

$$p=\frac12\left[1+\frac{s-2\Delta}{\sqrt{(s-2\Delta)^2+32\Delta^2}}\right].$$

At $s=0$ the root is $6\Delta=E$ and $p=\tfrac12(1-\tfrac13)=\tfrac13$. The derivative there is $\tfrac12\cdot32\Delta^2/(6\Delta)^3=2/(27\Delta)=4/(9E)$. Hence, to first order in $s$,

$$p\simeq\frac13+\frac{4s}{9E},\qquad g_z-g_x=\frac{\delta}{2}(3p-1)\simeq\frac{2\delta s}{3E}.$$

For $s=0.3$ meV the full expression gives $p=0.3799$. Then $g_z=2-0.3799=1.6201$ and $g_x=2-0.3101=1.6899$, with mean $1.6667$. The anisotropy is $-0.0698$, against $-0.0667$ to first order. For $s\gg\Delta$, $p\to1$ and the donor shows the bare valley values $g_\parallel$ and $g_\perp$. Under these assumptions, if $s$ and $\Delta$ are known, the measured anisotropy gives $\delta$, which cannot be read from the low-field g value of the unstrained singlet alone.

## Zeeman terms between valleys

The donor core, which couples the valleys in energy, may also produce Zeeman terms $\mu_B|j\rangle\langle k|\,\mathbf B\cdot\mathsf G_{jk}\cdot\mathbf S$ with $j\ne k$. They cannot make the singlet anisotropic at linear order. Its tensor must be unchanged by all site operations: half turns about the cube axes remove the off-diagonal elements, and third turns about $\langle111\rangle$ make the diagonal ones equal.

They can change the value. An isotropic tensor equals one third of its trace times $\mathsf 1$. Let $h'$ and $h$ be one third of the trace of $\mathsf G_{jk}$ for opposite valleys and for valleys on different axes. Site operations connect all ordered pairs of the same kind and preserve traces. Six valleys have 6 ordered pairs of the first kind and 24 of the second, so

$$g=\tfrac13g_\parallel+\tfrac23g_\perp+\frac{6h'+24h}{6}=\tfrac13g_\parallel+\tfrac23g_\perp+h'+4h .$$

A set of random tensors made to obey the symmetries had $h'=-0.0236$ and $h=-0.003925$, hence a shift of $-0.0393$. Diagonalization gave $g=1.6274$, in agreement with $1.6667-0.0393$, and the same value for ten field directions. These tensors illustrate the rule and do not estimate the size of the effect in a real donor.

An isotropic resonance is therefore no evidence that the weights in (1) are accurate. A test of (1) requires valley values found without neglecting the intervalley terms. Values taken from (5) do not suffice on their own, since (5) neglects these terms too. The complete numerical output follows this text.

## Table of computed values

```
g_par, g_perp (model): 1.00, 2.00
coupling, different axes: 0.50 meV
coupling, opposite valleys: 1.00 meV
coupling, four valleys: 0.75 meV
six valleys, singlet level: -3.00 meV
six valleys, doublet level: 0.00 meV
six valleys, triplet level: 1.00 meV
six valleys, singlet-doublet gap: 3.00 meV
four valleys, singlet-triplet gap: 3.00 meV
g from formula: 1.66666667
small test field: 0.01 T
largest |g - formula|, 60 directions: 6.8e-09
main field: 1.00 T
Bohr magneton times field: 0.057884 meV
six valleys, g at main field along [001]: 1.66665977
six valleys, g at main field along [110]: 1.66661319
six valleys, g at main field along [111]: 1.66659766
Zeeman splitting along [001]: 0.096473 meV
resonance frequency along [001]: 23.3270 GHz
g shift along [001], diagonalization: -6.8938e-06
g shift along [001], formula: -6.8941e-06
shift ratio on doubling field, [123]: 4.0110
g along [111] without valley-orbit coupling: 1.732051
strain, lowering of z valleys: 0.30 meV
strain, weight of z valleys: 0.379880
strain, first-order weight: 0.377778
strain, g along z: 1.620120
strain, g along x: 1.689940
strain, mean (g_z + 2 g_x)/3: 1.666667
strain, g_z - g_x: -0.069820
strain, first-order g_z - g_x: -0.066667
intervalley h', opposite valleys: -0.023616
intervalley h, different axes: -0.003925
intervalley shift h' + 4h: -0.039315
g with intervalley terms, diagonalization: 1.627351
```
